# How s* Gives Nearest-Neighbour Silicon Its Indirect Gap: a program that tests the result

```python
"""Nearest-neighbour sp3 and sp3s* tight binding for silicon (diamond lattice).

Result under test: the s* orbital is decoupled at Gamma, couples to p states
away from Gamma, and lowers the X conduction level more than the L level, so
that the conduction minimum moves to the Gamma-X line. Without s*, changing
the s-p hopping alone never makes the Gamma-X valley the lowest one.

Symbols: Es, Ep, Et = on-site energies of s, p, s*; ss, xx, xy, sp, tp =
lumped hoppings (four times the bond matrix elements), all in eV. The inputs
are the published Vogl parameters for silicon. Wave vectors: units of 2 pi/a.
Band index 3 is the highest valence band, index 4 the lowest conduction band.
"""
import numpy as np
from scipy.optimize import minimize_scalar

VOGL = dict(Es=-4.2, Ep=1.715, Et=6.685, ss=-8.3, xx=1.715,
            xy=4.575, sp=5.7292, tp=5.3749)
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
GAMMA, X, L = [0, 0, 0], [1, 0, 0], [0.5, 0.5, 0.5]


def levels(kpoints, par, star=True):
    """Eigenvalues from the explicit sum over bonds of two-centre integrals."""
    k = np.atleast_2d(np.array(kpoints, float))
    pp_sigma = (par['xx'] + 2 * par['xy']) / 4
    pp_pi = (par['xx'] - par['xy']) / 4
    sp_sigma = np.sqrt(3) * par['sp'] / 4
    tp_sigma = np.sqrt(3) * par['tp'] / 4
    hop = np.zeros((len(k), 5, 5), complex)
    for bond in BONDS:
        u = bond / np.sqrt(3)
        block = np.zeros((5, 5))
        block[0, 0] = par['ss'] / 4
        block[0, 1:4] = sp_sigma * u
        block[1:4, 0] = -sp_sigma * u
        block[4, 1:4] = tp_sigma * u
        block[1:4, 4] = -tp_sigma * u
        proj = np.outer(u, u)
        block[1:4, 1:4] = pp_sigma * proj + pp_pi * (np.eye(3) - proj)
        phase = np.exp(2j * np.pi * (k @ bond) / 4)
        hop += phase[:, None, None] * block
    n = 5 if star else 4
    onsite = np.diag([par['Es']] + [par['Ep']] * 3 + [par['Et']])[:n, :n]
    h = np.zeros((len(k), 2 * n, 2 * n), complex)
    h[:, :n, :n] = onsite
    h[:, n:, n:] = onsite
    h[:, :n, n:] = hop[:, :n, :n]
    h[:, n:, :n] = np.conj(np.swapaxes(hop[:, :n, :n], 1, 2))
    return np.linalg.eigvalsh(h)


def cubic_roots(s, t, p, sp2, tp2):
    """Roots of E - p = sp2/(E - s) + tp2/(E - t)."""
    poly = np.poly([s, t, p])
    poly = np.polysub(poly, sp2 * np.array([1, -t]))
    poly = np.polysub(poly, tp2 * np.array([1, -s]))
    return np.sort(np.roots(poly).real)


P = VOGL
Es, Ep, Et = P['Es'], P['Ep'], P['Et']
ss, xx, xy, sp, tp = P['ss'], P['xx'], P['xy'], P['sp'], P['tp']

# Gamma: closed levels, with s* decoupled
gamma_formula = np.sort([Es + ss, Es - ss] + [Ep + xx] * 3
                        + [Ep - xx] * 3 + [Et] * 2)
assert np.allclose(levels(GAMMA, P)[0], gamma_formula, atol=1e-9)

# X in sp3: closed levels
root = np.sqrt(((Es - Ep) / 2)**2 + sp**2)
xv0, xc0 = (Es + Ep) / 2 - root, (Es + Ep) / 2 + root
x_formula = np.sort([xv0, xc0, Ep - xy, Ep + xy] * 2)
x_sp3 = levels(X, P, False)[0]
assert np.allclose(x_sp3, x_formula, atol=1e-9)

# Whole Gamma-X line with s*: two cubics and the transverse p bands
for x in (0.2, 0.5, 0.75, 1.0):
    c, s = np.cos(np.pi * x / 2), np.sin(np.pi * x / 2)
    expected = []
    for sign in (1, -1):
        expected += list(cubic_roots(Es + sign * ss * c, Et,
                                     Ep + sign * xx * c,
                                     (sp * s)**2, (tp * s)**2))
        expected += [Ep + sign * np.hypot(xx * c, xy * s)] * 2
    assert np.allclose(levels([x, 0, 0], P)[0], np.sort(expected), atol=1e-6)

# L with s*: two cubics and the transverse p bands
expected = []
for sign in (1, -1):
    expected += list(cubic_roots(Es + sign * ss / 2, Et,
                                 Ep - sign * (xx / 2 - xy),
                                 0.75 * sp**2, 0.75 * tp**2))
    expected += [Ep + sign * (xx + xy) / 2] * 2
assert np.allclose(levels(L, P)[0], np.sort(expected), atol=1e-6)

g_c = levels(GAMMA, P)[0, 4]
x_star = levels(X, P)[0]
l_sp3, l_star = levels(L, P, False)[0, 4], levels(L, P)[0, 4]

# Longitudinal curvature of the conduction edge at Gamma
curv0 = -xx / 2 + sp**2 / (g_c - Es - ss)
curv1 = curv0 + tp**2 / (g_c - Et)
step = 0.004
theta2 = (np.pi * step / 2)**2
for star, formula in ((False, curv0), (True, curv1)):
    numeric = (levels([step, 0, 0], P, star)[0, 4] - g_c) / theta2
    assert abs(numeric / formula - 1) < 1e-2  # remainder is of order theta^2
assert curv0 > 0 > curv1

# Weak s*-p coupling: shift proportional to p weight and geometric factor
s_l, p_l = Es - ss / 2, Ep + xx / 2 - xy
wp_x = (xc0 - Es) / (2 * xc0 - Es - Ep)
wp_l = (l_sp3 - s_l) / (2 * l_sp3 - s_l - p_l)
two_level = {}
for name, k, e0, geom, wp, full in (('X', X, xc0, 1.0, wp_x, x_star[4]),
                                    ('L', L, l_sp3, 0.75, wp_l, l_star)):
    weak = 0.05
    shift = levels(k, dict(P, tp=weak))[0, 4] - e0
    assert abs(shift / (geom * wp * weak**2 / (e0 - Et)) - 1) < 1e-2
    coupling = np.sqrt(geom * wp) * tp
    estimate = (e0 + Et) / 2 - np.hypot((e0 - Et) / 2, coupling)
    assert estimate < full < e0
    two_level[name] = (coupling, estimate)
assert xc0 - x_star[4] > l_sp3 - l_star > 0

# Orbital weights at X and the opposite slopes of the two branches
ex = x_star[4]
amps = np.array([sp / (ex - Es), 1.0, tp / (ex - Et)])
w_s, w_p, w_t = amps**2 / np.sum(amps**2)
d = 1e-4
up = levels(X, dict(P, Et=Et + d))[0, 4]
down = levels(X, dict(P, Et=Et - d))[0, 4]
assert abs((up - down) / (2 * d) - w_t) < 1e-5
slope = np.pi / 2 * abs(ss * w_s + xx * w_p)
near = levels([1 - d, 0, 0], P)[0]
assert abs((near[5] - near[4]) / (2 * d) - slope) < 1e-3
assert near[4] < ex < near[5]

# Conduction minimum on the Gamma-X line
fit = minimize_scalar(lambda x: levels([x, 0, 0], P)[0, 4],
                      bounds=(0.4, 1.0), method='bounded',
                      options=dict(xatol=1e-8))
x_min, e_min = fit.x, fit.fun
h = 0.01
c_long = (levels([x_min + h, 0, 0], P)[0, 4]
          + levels([x_min - h, 0, 0], P)[0, 4] - 2 * e_min) / h**2
c_trans = 2 * (levels([x_min, h, 0], P)[0, 4] - e_min) / h**2
assert c_long > 0 and c_trans > 0

# Search of the irreducible wedge of the Brillouin zone
N = 32
mesh = np.array([[i, j, m] for i in range(N + 1) for j in range(i + 1)
                 for m in range(j + 1) if i + j + m <= 1.5 * N]) / N
bands0, bands1 = levels(mesh, P, False), levels(mesh, P)
k0 = mesh[np.argmin(bands0[:, 4])]
k1 = mesh[np.argmin(bands1[:, 4])]
vbm = levels(GAMMA, P)[0, 3]
assert np.allclose(k0, 0) and abs(bands0[:, 4].min() - g_c) < 1e-9
assert k1[0] > 0.5 and k1[1] == 0 and k1[2] == 0
assert bands1[:, 4].min() >= e_min - 1e-6
assert max(bands0[:, 3].max(), bands1[:, 3].max()) < vbm + 1e-9

# sp3 alone: free s-p hopping, all other parameters kept
line = np.zeros((101, 3))
line[:, 0] = np.linspace(0, 1, 101)
for v in np.linspace(0, 8, 81):
    q = dict(P, sp=v)
    delta_min = levels(line, q, False)[:, 4].min()
    rival = min(g_c, levels(L, q, False)[0, 4])
    assert rival <= delta_min + 1e-9

print("Inputs: published Vogl parameters for silicon (eV)")
print(f"Es = {Es:.4f}, Ep = {Ep:.4f}, Es* = {Et:.4f}")
print(f"Vss = {ss:.4f}, Vxx = {xx:.4f}, Vxy = {xy:.4f}")
print(f"Vsp = {sp:.4f}, Vs*p = {tp:.4f}")
print(f"Gamma s levels: {Es + ss:.3f} and {Es - ss:.3f} eV")
print(f"Gamma p levels: {vbm:.3f} and {g_c:.3f} eV")
print(f"X upper valence level (both models): {Ep - xy:.3f} eV")
print(f"X deep valence level: sp3 {xv0:.3f}, sp3s* {x_star[0]:.3f} eV")
print(f"X conduction level: sp3 {xc0:.3f}, sp3s* {ex:.3f} eV")
print(f"L conduction level: sp3 {l_sp3:.3f}, sp3s* {l_star:.3f} eV")
print(f"Lowering by s*: X {xc0 - ex:.3f}, L {l_sp3 - l_star:.3f} eV")
print(f"p weight of sp3 state: X {wp_x:.3f}, L {wp_l:.3f}")
print(f"Gap up to s*: X {Et - xc0:.3f}, L {Et - l_sp3:.3f} eV")
for name, (coupling, estimate) in two_level.items():
    print(f"{name} two-level: coupling {coupling:.3f}, "
          f"lower level {estimate:.3f} eV")
print(f"Gamma theta^2 coefficient: sp3 {curv0:.3f}, sp3s* {curv1:.3f} eV")
print("sp3 scan (eV): Vsp, X deep valence, X cond., L cond., Delta min")
for v in (sp, 5.0, 4.0, 3.0, 2.0):
    q = dict(P, sp=v)
    xq = levels(X, q, False)[0]
    print(f"  {v:.4f} {xq[0]:.3f} {xq[4]:.3f} "
          f"{levels(L, q, False)[0, 4]:.3f} "
          f"{levels(line, q, False)[:, 4].min():.3f}")
print("s* switched on (eV): fraction of Vs*p, X, L, Delta min")
for f in (0.0, 0.25, 0.5, 0.75, 1.0):
    q = dict(P, tp=f * tp)
    print(f"  {f:.2f} {levels(X, q)[0, 4]:.3f} {levels(L, q)[0, 4]:.3f} "
          f"{levels(line, q)[:, 4].min():.3f}")
print(f"X conduction weights: s {w_s:.3f}, p {w_p:.3f}, s* {w_t:.3f}")
print(f"Branch slope at X: {slope:.3f} eV per unit x")
print(f"sp3 zone minimum at k = {k0} (2 pi/a), gap {g_c - vbm:.3f} eV")
print(f"sp3s* minimum on Gamma-X line: x = {x_min:.3f}")
print(f"sp3s* indirect gap: {e_min - vbm:.3f} eV")
print(f"Best mesh point with s*: {k1} (2 pi/a)")
print(f"Points in zone mesh: {len(mesh)}")
print(f"Mass ratio transverse/longitudinal: {c_long / c_trans:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Inputs: published Vogl parameters for silicon (eV)
Es = -4.2000, Ep = 1.7150, Es* = 6.6850
Vss = -8.3000, Vxx = 1.7150, Vxy = 4.5750
Vsp = 5.7292, Vs*p = 5.3749
Gamma s levels: -12.500 and 4.100 eV
Gamma p levels: 0.000 and 3.430 eV
X upper valence level (both models): -2.860 eV
X deep valence level: sp3 -7.690, sp3s* -8.274 eV
X conduction level: sp3 5.205, sp3s* 1.630 eV
L conduction level: sp3 4.031, sp3s* 2.496 eV
Lowering by s*: X 3.575, L 1.535 eV
p weight of sp3 state: X 0.729, L 0.403
Gap up to s*: X 1.480, L 2.654 eV
X two-level: coupling 4.590, lower level 1.295 eV
L two-level: coupling 2.957, lower level 2.117 eV
Gamma theta^2 coefficient: sp3 1.203, sp3s* -7.672 eV
sp3 scan (eV): Vsp, X deep valence, X cond., L cond., Delta min
  5.7292 -7.690 5.205 4.031 3.430
  5.0000 -7.052 4.567 3.413 3.430
  4.0000 -6.217 3.732 2.573 3.430
  3.0000 -5.455 2.970 1.749 2.947
  2.0000 -4.813 2.328 0.962 2.137
s* switched on (eV): fraction of Vs*p, X, L, Delta min
  0.00 5.205 4.031 3.430
  0.25 4.589 3.844 3.430
  0.50 3.592 3.424 3.141
  0.75 2.587 2.948 2.189
  1.00 1.630 2.496 1.171
X conduction weights: s 0.312, p 0.323, s* 0.365
Branch slope at X: 3.196 eV per unit x
sp3 zone minimum at k = [0. 0. 0.] (2 pi/a), gap 3.430 eV
sp3s* minimum on Gamma-X line: x = 0.731
sp3s* indirect gap: 1.171 eV
Best mesh point with s*: [0.71875 0.      0.     ] (2 pi/a)
Points in zone mesh: 3345
Mass ratio transverse/longitudinal: 2.19
ALL CHECKS PASSED
```
